# The Hooke-Calogero Model of H2 With and Without Born-Oppenheimer

## Problem

Two electrons of mass 1, at $\mathbf r_1,\mathbf r_2$, and two nuclei of mass $M$, at $\mathbf R_A,\mathbf R_B$, have the Hamiltonian (Hartree atomic units)

$$H=-\frac12(\nabla_1^2+\nabla_2^2)-\frac1{2M}(\nabla_A^2+\nabla_B^2)+\frac k2\sum_{i=1,2}\sum_{a=A,B}|\mathbf r_i-\mathbf R_a|^2+\frac{\lambda_e}{r^2}+\frac{\lambda_N}{R^2},$$

with $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf R=\mathbf R_A-\mathbf R_B$, $k>0$ and $\lambda_e,\lambda_N\ge0$. Springs replace the electron-nucleus attraction, and inverse-square repulsions replace the Coulomb repulsions. The model therefore cannot dissociate, and its energies are not those of real H2.

For zero total momentum, find the ground-state energy and the distributions of the electron-electron and nucleus-nucleus distances. Is the Born-Oppenheimer (BO) energy equal to the exact one? Here BO means the electronic energy at clamped nuclei, followed by an exact solution of the nuclear motion on that curve, without the diagonal correction. Evaluate the results for $k=0.25$ hartree/bohr², $\lambda_e=\lambda_N=1$ hartree·bohr² and $M=1836.152673$, the proton mass in units of the electron mass.

## A tempting solution

**The springs.** Let $\mathbf c_e$ and $\mathbf c_N$ be the midpoints of the two pairs, and $\mathbf u=\mathbf c_e-\mathbf c_N$. Each electron-nucleus separation is $\mathbf u+\frac12(\epsilon\mathbf r-\eta\mathbf R)$ with signs $\epsilon,\eta=\pm1$. In the sum of squares over the four sign choices, every term linear in $\epsilon$, $\eta$ or $\epsilon\eta$ cancels, so that

$$\sum_{i,a}|\mathbf r_i-\mathbf R_a|^2=4u^2+r^2+R^2. \tag{1}$$

**The clamped electrons.** From $\nabla_{1,2}=\frac12\nabla_{c_e}\pm\nabla_r$ it follows that $\nabla_1^2+\nabla_2^2=\frac12\nabla_{c_e}^2+2\nabla_r^2$. With the nuclei fixed, $\nabla_{c_e}=\nabla_u$, and

$$H_{\rm el}=\Big[-\tfrac14\nabla_u^2+2ku^2\Big]+\Big[-\nabla_r^2+\frac{kr^2}2+\frac{\lambda_e}{r^2}\Big]+\frac{kR^2}2+\frac{\lambda_N}{R^2}. \tag{2}$$

The first bracket is an oscillator of mass 2 and force constant $4k$. Its frequency is $\omega_e=\sqrt{2k}$, its energy $\frac32\omega_e$, and its ground state $e^{-\omega_eu^2}$.

**The radial problem.** The second bracket is a case of a problem that will return for the nuclei: mass $\mu$, potential $\frac12\mu\omega^2r^2+\lambda/r^2$. Write the wavefunction as $f(r)/r$ times a spherical harmonic of order $l$. The repulsion joins the centrifugal term:

$$-\frac{f''}{2\mu}+\frac{s(s+1)}{2\mu r^2}f+\frac12\mu\omega^2r^2f=\varepsilon f,\qquad s(s+1)=l(l+1)+2\mu\lambda. \tag{3}$$

The non-negative root is $s=-\frac12+\sqrt{(l+\frac12)^2+2\mu\lambda}$. Try $f_0=r^{s+1}e^{-br^2/2}$. Since $f_0'/f_0=(s+1)/r-br$,

$$\frac{f_0''}{f_0}=\Big(\frac{f_0'}{f_0}\Big)^2+\Big(\frac{f_0'}{f_0}\Big)'=\frac{s(s+1)}{r^2}-b(2s+3)+b^2r^2 .$$

With $b=\mu\omega$ both $r$-dependent terms in (3) cancel, leaving $\varepsilon=b(2s+3)/(2\mu)=\omega(s+\frac32)$.

For excited states put $f=f_0P(r^2)$, which gives $P''+2(f_0'/f_0)P'+2\mu(\varepsilon-\varepsilon_0)P=0$, with $\varepsilon_0$ the energy just found and primes meaning $d/dr$. If the highest power is $r^{2n}$, its coefficient requires $-4nb+2\mu(\varepsilon-\varepsilon_0)=0$. Hence

$$\varepsilon=\omega(2n+s+\tfrac32),\qquad n=0,1,2,\dots \tag{4}$$

A series that does not terminate grows as $e^{br^2}$ and cannot be normalized. Because $s$ increases with $l$, the lowest level has $n=l=0$.

Near $r=0$ equation (3) also allows $f\sim r^{-s}$. For $s\ge\frac12$ this is not square-integrable. For $0<s<\frac12$ it is, but its repulsion energy contains $\int r^{-2s-2}dr$, which diverges at the origin. For $s=0$ the wavefunction would behave as $1/r$, with divergent kinetic energy. The finite-energy solution is the one used here.

For the electrons $\mu=\frac12$ and $\omega=\omega_e$. From now on $s$ denotes the ground-state value, $s(s+1)=\lambda_e$, and $\phi(r)$ is the ground function.

**The curve and the nuclei.** The electronic energy, including the terms that depend on $R$ alone, is

$$W(R)=\tfrac32\omega_e+\omega_e(s+\tfrac32)+\frac{kR^2}2+\frac{\lambda_N}{R^2}. \tag{5}$$

The nuclear kinetic energy is $-\frac1M\nabla_R^2-\frac1{4M}\nabla_{c_N}^2$. The nuclear centre is taken to move freely, and its momentum is set to zero. The rest is (3) again, with $\mu=M/2$, $\omega_N=\sqrt{2k/M}$ and $\sigma(\sigma+1)=M\lambda_N$. Therefore

$$E_{\rm BO}=\tfrac32\omega_e+\omega_e(s+\tfrac32)+\omega_N(\sigma+\tfrac32). \tag{6}$$

**The tempting conclusion.** The electronic function $\Phi=e^{-\omega_eu^2}\phi(r)$ does not contain $\mathbf R$. So $\nabla_R\Phi=0$, the nuclear vibration and rotation induce no coupling between electronic states, and (6) appears to be the exact energy. For the given parameters it is 3.281993 hartree.

## Where it fails

The electronic function does not contain $\mathbf R$, but it does contain the nuclear positions, because $\mathbf u=\mathbf c_e-\mathbf c_N$. At fixed $\mathbf c_e$ we have $\nabla_{c_N}\Phi=-\nabla_u\Phi\ne0$. The part of the nuclear kinetic energy that was set aside acts on $\Phi$ as

$$-\frac1{4M}\nabla_{c_N}^2\Phi=-\frac1{4M}\big(4\omega_e^2u^2-6\omega_e\big)\Phi. \tag{7}$$

This depends on $u$, so the BO product is not an eigenfunction of $H$. The coordinate that moves freely is the centre of mass of all four particles, not the midpoint of the nuclei. When the electron pair swings to one side, the nuclear pair recoils to the other, and the kinetic energy of that recoil is missing from (6).

Equation (6) remains the correct BO energy. The error was to call it exact.

## The exact solution

**Separation.** Let the total centre of mass be $\mathbf X=(\mathbf c_e+M\mathbf c_N)/(1+M)$. The chain rule gives

$$\nabla_{c_e}=\nabla_u+\frac1{1+M}\nabla_X,\qquad \nabla_{c_N}=-\nabla_u+\frac M{1+M}\nabla_X .$$

Insert these in $-\frac14\nabla_{c_e}^2-\frac1{4M}\nabla_{c_N}^2$. The cross terms have coefficients $-\frac1{2(1+M)}$ and $+\frac1{2(1+M)}$ and cancel. What remains is

$$-\frac{1+M}{4M}\nabla_u^2-\frac1{4(1+M)}\nabla_X^2 . \tag{8}$$

The second term is the free motion of the total mass $2(1+M)$ and vanishes at zero momentum. The first is a particle of mass $\mu_u=2M/(1+M)$, the reduced mass of the two pairs. By (1) its potential is still $2ku^2$, with force constant $4k$, so

$$\omega_u=\sqrt{\frac{4k}{\mu_u}}=\sqrt{2k\Big(1+\frac1M\Big)} . \tag{9}$$

The motions in $\mathbf r$ and $\mathbf R$ are those already solved. The Hamiltonian is a sum of three independent parts, so its lowest energy is the sum of their lowest energies:

$$\boxed{E=\tfrac32\omega_u+\omega_e(s+\tfrac32)+\omega_N(\sigma+\tfrac32)} \tag{10}$$

The ground function is $\chi(u)\phi(r)F(R)$, with $\chi\propto e^{-b_uu^2/2}$ and $b_u=\mu_u\omega_u$. Exchanging the electrons changes $\mathbf r$ to $-\mathbf r$ and leaves the function unchanged, so the two spins form a singlet. The same holds for the two protons.

**Numbers.** Here $s=(-1+\sqrt5)/2=0.618034$ and $\sigma=42.353269$. The three parts, in hartree, are

- motion of the pair centres: $1.5\times0.707299=1.060949$;
- electron pair: $0.707107\times2.118034=1.497676$;
- nuclear pair: $0.01650177\times43.853269=0.723657$.

They add up to $E=3.282282$ hartree. As a test of the whole separation, the original Hamiltonian was applied by finite differences in all twelve Cartesian coordinates to the product function. At randomly chosen points, and for four values of $M$, the ratio $H\Psi/\Psi$ agreed with (10) within $10^{-10}$ hartree.

## Distance distributions

The probability density of the electron-electron distance is $p_e(r)=4\pi r^2|\phi|^2\propto r^{2s+2}e^{-b_er^2}$, with $b_e=\frac12\omega_e=\sqrt{k/2}$. The substitution $t=b_er^2$ gives

$$\int_0^\infty r^{2s+2}e^{-b_er^2}dr=\tfrac12\,b_e^{-(s+3/2)}\,\Gamma(s+\tfrac32),$$

and therefore

$$p_e(r)=\frac{2b_e^{\,s+3/2}}{\Gamma(s+\frac32)}\,r^{2s+2}e^{-b_er^2}. \tag{11}$$

The nuclear distribution $p_N(R)$ has the same form with $s\to\sigma$ and $b_e\to b_N=\frac M2\omega_N=\sqrt{kM/2}$. Setting the derivative of $\ln p_e$ to zero gives the peak, and the same Gamma integral with one or two more powers of $r$ gives the moments:

$$r_{\rm peak}=\sqrt{\frac{s+1}{b_e}},\qquad \langle r\rangle=\frac{\Gamma(s+2)}{\Gamma(s+\frac32)\sqrt{b_e}},\qquad \langle r^2\rangle=\frac{s+\frac32}{b_e}. \tag{12}$$

For the electrons $b_e=0.35355$ bohr⁻², the peak is at $\sqrt{1.61803/0.35355}=2.139$ bohr, the mean is 2.309 bohr and the standard deviation 0.813 bohr. For the nuclei $b_N=15.1499$ bohr⁻², the peak is at $\sqrt{43.3533/15.1499}=1.692$ bohr, the mean is 1.697 bohr and the standard deviation 0.128 bohr.

The narrow nuclear distribution follows from the mass. At its peak the second derivative of $\ln p_N$ is $-2(\sigma+1)/R^2-2b_N=-4b_N$. A Gaussian with that curvature has standard deviation $1/(2\sqrt{b_N})=0.128$ bohr, which shrinks as $M^{-1/4}$. The electron distribution does not depend on $M$, and in this model the electron distance is statistically independent of the nuclear distance.

**Positions as well as distances.** Measured from $\mathbf X$, the pair centres are

$$\mathbf c_e-\mathbf X=\frac{M}{1+M}\mathbf u,\qquad \mathbf c_N-\mathbf X=-\frac1{1+M}\mathbf u .$$

The density of $\mathbf u$ is $(b_u/\pi)^{3/2}e^{-b_uu^2}$. Rescaling it gives normalized Gaussians for the two centres, with exponents

$$a_e=b_u\Big(1+\frac1M\Big)^2,\qquad a_N=b_u(1+M)^2 .$$

Let $\mathbf x_1,\mathbf x_2$ be the electron positions relative to $\mathbf X$. The change from $(\mathbf x_1,\mathbf x_2)$ to difference and midpoint has unit Jacobian, so the joint density, normalized to one, is

$$\rho_e(\mathbf x_1,\mathbf x_2)=\frac{p_e(r)}{4\pi r^2}\Big(\frac{a_e}\pi\Big)^{3/2}\exp\!\Big(-\frac{a_e}4|\mathbf x_1+\mathbf x_2|^2\Big),\qquad r=|\mathbf x_1-\mathbf x_2|. \tag{13}$$

The nuclear density follows with $p_N$ and $a_N$. A Gaussian density $e^{-ac^2}$ in three dimensions has $\langle c^2\rangle=3/(2a)$. The root-mean-square displacement from $\mathbf X$ is thus 1.03 bohr for the electron-pair centre and $5.6\times10^{-4}$ bohr for the nuclear-pair centre. The second number is the size of the nuclear recoil. The BO product function has almost the same displacement, because $\mathbf c_N-\mathbf X=-\mathbf u/(1+M)$ holds for any wavefunction: its density $e^{-2\omega_eu^2}$ has $\langle u^2\rangle=3/(4\omega_e)$ and gives $5.606\times10^{-4}$ bohr, against the exact $5.607\times10^{-4}$ bohr. What (6) leaves out is the kinetic energy of this motion.

## What Born-Oppenheimer gets right and wrong

The $\mathbf R$ equation on the curve $W$ is the exact one, and so is the $\mathbf r$ equation. BO therefore gives both distance distributions exactly in this model. It changes the Gaussian in $\mathbf u$: its exponent is $2\omega_e=1.41421$ bohr⁻², against the exact $b_u=2\omega_e/\sqrt{1+1/M}=1.41383$ bohr⁻². The energy error is the difference of (10) and (6):

$$E-E_{\rm BO}=\tfrac32\omega_e\Big(\sqrt{1+\tfrac1M}-1\Big)\approx\frac{3\omega_e}{4M}. \tag{14}$$

It is positive for every finite $M$. Here it is $2.888\times10^{-4}$ hartree, or 63.4 cm⁻¹, about 0.009 % of $E$. It contains neither $\lambda_e$ nor $\lambda_N$, since the repulsions do not act on $\mathbf u$.

The error is the same for all states in which the $\mathbf u$ oscillator stays in its ground state, so it cancels from the rotational and vibrational spacings. The vibrational quantum of the nuclear pair is $2\omega_N=0.03300$ hartree, by (4). The first rotational quantum is

$$\omega_N\Big(\sqrt{\tfrac94+M\lambda_N}-\sqrt{\tfrac14+M\lambda_N}\Big)=3.850\times10^{-4}\ \text{hartree}.$$

BO gives both without error, although its error in the total energy is three quarters as large as this rotational quantum.

**The diagonal correction.** Keep the BO product function, but take its expectation value with the full $H$. The addition to $E_{\rm BO}$ is the average of (7). The density $e^{-2\omega_eu^2}$ has $\langle u^2\rangle=3/(4\omega_e)$, so

$$-\frac1{4M}\big(4\omega_e^2\langle u^2\rangle-6\omega_e\big)=-\frac1{4M}(3\omega_e-6\omega_e)=\frac{3\omega_e}{4M}. \tag{15}$$

This equals the leading term of (14). The resulting adiabatic energy $E_{\rm ad}$ is an expectation value and hence an upper bound. With $\sqrt{1+x}\approx1+\frac x2-\frac{x^2}8$ and $x=1/M$,

$$E_{\rm ad}-E=\tfrac32\omega_e\Big(1+\tfrac1{2M}-\sqrt{1+\tfrac1M}\Big)\approx\frac{3\omega_e}{16M^2}, \tag{16}$$

which is $3.9\times10^{-8}$ hartree. The exact energy lies between the two: $E_{\rm BO}<E<E_{\rm ad}$.

**A separate error: the harmonic curve.** Replacing $W$ by a parabola is a further approximation, not part of BO. From $W'=kR-2\lambda_N/R^3=0$ we get $R_e=(2\lambda_N/k)^{1/4}=8^{1/4}=1.682$ bohr. There $W''=k+6\lambda_N/R_e^4=4k$, so the harmonic frequency is $\sqrt{4k/(M/2)}=2\omega_N$, equal to the exact vibrational quantum. The two $R$-dependent terms of $W(R_e)$ are equal and add up to $\sqrt{2k\lambda_N}=\omega_N\sqrt{M\lambda_N}$. The harmonic energy is then

$$E_{\rm harm}=W(R_e)+\omega_N=3.265443+0.016502=3.281945\ \text{hartree}.$$

Because $\sigma+\frac32=1+\sqrt{\frac14+M\lambda_N}$,

$$E_{\rm BO}-E_{\rm harm}=\omega_N\Big(\sqrt{\tfrac14+M\lambda_N}-\sqrt{M\lambda_N}\Big)\approx\frac{\omega_e}{8M\sqrt{\lambda_N}}\qquad(M\lambda_N\gg\tfrac14). \tag{17}$$

This is $4.81\times10^{-5}$ hartree, one sixth of the BO error. Both errors lower the energy and both scale as $1/M$, so a change of mass alone does not tell them apart in this regime. Their dependence on $\lambda_N$ does.

## Limits and range of validity

**Light nuclei.** At $M=1$ and equal repulsions, $\omega_N=\omega_e$ and $\sigma=s$, so the two distance distributions coincide. The exact energy is 4.4954 hartree and the BO energy 4.0560 hartree, an error of 0.4393 hartree or 9.8 % of the exact value. The leading estimate $3\omega_e/(4M)=0.5303$ hartree is then 21 % larger than the true error. At $M=100$ the error is 0.00529 hartree and the estimate 0.00530 hartree.

**Vanishing nuclear repulsion.** As $\lambda_N\to0$, $R_e\to0$ and $\sigma\to0$. The nuclear pair then has energy $\frac32\omega_N$, while the harmonic treatment gives $\omega_N$. The harmonic error becomes $\frac12\omega_N$, of order $M^{-1/2}$, and the expansion in (17) no longer applies. The BO error (14) is unchanged.

**Other forces.** The separation needs four equal springs, since that is what removes the cross terms in (1). It does not need inverse-square repulsions. Any repulsions that depend on $r$ alone and $R$ alone, and leave a ground state, give the same error (14), though the radial functions may lose their closed form. A Coulomb attraction between electrons and nuclei couples $\mathbf r$, $\mathbf R$ and $\mathbf u$. The electronic function then depends on $\mathbf R$ too, and neither the exact BO distance distributions nor formula (14) can be carried over to real H2.

## Values computed for the example and the checks

```
k = 0.25 hartree/bohr^2
lam_e = 1.0, lam_N = 1.0 hartree bohr^2
M = 1836.152673 electron masses
s = 0.618034, sigma = 42.353269 (no unit)
w_e = 0.707106781 hartree
w_u = 0.707299306 hartree
w_N = 0.016501773 hartree
centre-motion energy = 1.060948959 hartree
same in BO = 1.060660172 hartree
electron-pair energy = 1.497676196 hartree
nuclear-pair energy = 0.723656690 hartree
E exact = 3.282281846 hartree
E BO = 3.281993058 hartree
E adiabatic = 3.282281885 hartree
E harmonic BO = 3.281944922 hartree
E exact - E BO = 2.887875e-04 hartree
E exact - E BO = 63.3815 cm^-1
diagonal correction = 2.888268e-04 hartree
E adiabatic - E exact = 3.9314e-08 hartree
E BO - E harmonic BO = 4.813616e-05 hartree
R_e = 1.681793 bohr
W(R_e) = 3.265443149 hartree
vibrational quantum = 0.033003546 hartree
rotational quantum L=0 to 1 = 3.849714e-04 hartree
electron pair: b = 0.353553 bohr^-2
electron pair: peak distance = 2.139274 bohr
electron pair: mean distance = 2.308514 bohr
electron pair: mean square = 5.990705 bohr^2
electron pair: standard deviation = 0.813308 bohr
electron pair: peak density = 0.486548 bohr^-1
nuclear pair: b = 15.149887 bohr^-2
nuclear pair: peak distance = 1.691633 bohr
nuclear pair: mean distance = 1.696518 bohr
nuclear pair: mean square = 2.894627 bohr^2
nuclear pair: standard deviation = 0.128275 bohr
nuclear pair: peak density = 3.108581 bohr^-1
b_u exact = 1.413828617, BO = 1.414213562 bohr^-2
a_e = 1.415369 bohr^-2
a_N = 4.771855e+06 bohr^-2
rms electron-pair centre from X = 1.029463 bohr
rms nuclear-pair centre from X = 5.606631e-04 bohr
Mass series: M; E exact; E BO; difference; 3w_e/(4M) (hartree)
1.00; 4.495352; 4.056013; 0.439340; 0.530330
10.00; 3.549604; 3.497834; 0.051770; 0.053033
100.00; 3.342327; 3.337037; 0.005290; 0.005303
1836.15; 3.282282; 3.281993; 0.000289; 0.000289
```
